# Factorization of the K edge into radial strength and p density

## Symmetry fixes the form

A 1s orbital is a scalar under rotations about its nucleus, and the electric dipole operator is a vector. Their product has angular momentum one. If the 1s orbital is confined to a sphere of radius $S$, absorption therefore samples only the p part of the final state inside that sphere.

Suppose also that the potential in the sphere is spherical and local. At energy $E$ the p part then has a radial shape fixed by the sphere alone, and for each polarization the surroundings can change only its amplitude $A$. The dipole intensity and the p weight in the sphere are both proportional to $|A|^2$, so their ratio is a function of energy alone. This ratio has the dimension of an area. The cross section is proportional to this area times a density of states per unit energy. Dimensions require one further factor of energy but do not say which; the golden rule below shows that the remaining factor is the photon energy $\omega$ times the fine-structure constant $\alpha$. The cross section then has the form

$$\sigma_{\mathbf e}(\omega)=C\,\alpha\,\omega\,T(E)\,\rho_{p,\mathbf e}(E),\qquad E=E_c+\omega. \tag{1}$$

Here $E_c$ is the 1s energy, $\mathbf e$ is a real unit polarization vector, $T$ is the area, and $\rho_{p,\mathbf e}$ is the density of empty states per spin, projected on the p orbital along $\mathbf e$ inside $S$. It remains to find $C$ and $T$, and to see how smooth $T$ is.

Hartree atomic units are used in the derivation, so $\alpha=1/c$. The final states are those of one electron in a scalar potential without spin polarization. The core hole and the other electrons are taken up below.

## From the golden rule to the p amplitude

A field $F\cos\omega t$ along $\mathbf e$ couples to an electron through $F\,\mathbf e\cdot\mathbf r\cos\omega t$. The part that absorbs energy has amplitude $F/2$, so the golden rule gives the rate

$$W=2\pi\frac{F^2}{4}\sum_f|D_f|^2\,\delta(E_f-E_c-\omega),\qquad D_f=\langle f|\mathbf e\cdot\mathbf r|c\rangle. \tag{2}$$

The sum runs over empty states of one spin. The incident intensity is $I=cF^2/(8\pi)$, and the cross section is the absorbed power $\omega W$ divided by $I$. The prefactor is $\omega(2\pi/4)(8\pi/c)=4\pi^2\alpha\omega$. Two 1s electrons, one of each spin, double it:

$$\sigma_{\mathbf e}=8\pi^2\alpha\omega\sum_f|D_f|^2\,\delta(E_f-E_c-\omega). \tag{3}$$

Inside the sphere, expand the final state in real spherical harmonics, $\psi_f=\sum_L g_L^f(r)Y_L(\hat{\mathbf r})/r$. Projecting the Schrödinger equation on one $Y_L$ leaves no coupling between channels, because the potential $V(r)$ is spherical. For $l=1$,

$$g''=\left[\frac{2}{r^2}+2V(r)-2E_f\right]g. \tag{4}$$

Near the nucleus the two independent solutions behave as $r^2$ and $1/r$. The second is not admissible. Let $u(r,E)$ be the solution with $u/r^2\to1$ at the origin. Then the p part along $\mathbf e$ must be

$$g^f_{\mathbf e}(r)=A_f\,u(r,E_f). \tag{5}$$

All influence of the region outside the sphere on this part is contained in the number $A_f$ and in the allowed energies $E_f$.

Write the core orbital as $P_c(r)/(r\sqrt{4\pi})$, with $\int P_c^2\,dr=1$. The harmonic along the polarization is $Y_{\mathbf e}=\sqrt{3/4\pi}\,\mathbf e\cdot\hat{\mathbf r}$, so $\mathbf e\cdot\mathbf r=r\sqrt{4\pi/3}\,Y_{\mathbf e}$. Since the core is confined to the sphere,

$$D_f=\frac{1}{\sqrt{4\pi}}\sqrt{\frac{4\pi}{3}}\,A_f^*\int_0^S P_c\,r\,u\,dr=\frac{A_f^*}{\sqrt3}\,J(E_f),\qquad J=\int_0^S P_c\,r\,u\,dr. \tag{6}$$

The volume element $r^2dr$ has cancelled the two factors $1/r$, and orthonormality of the harmonics has removed every other channel.

The p weight of the same state in the sphere is

$$p_f=|A_f|^2N(E_f),\qquad N=\int_0^S u^2\,dr. \tag{7}$$

Solving (7) for $|A_f|^2$ and inserting it in the square of (6) gives

$$|D_f|^2=\tfrac13\,T(E_f)\,p_f,\qquad T(E)=\frac{J(E)^2}{N(E)}. \tag{8}$$

Multiplying $u$ by a constant changes $J^2$ and $N$ by the same factor, so $T$ does not depend on the normalization of $u$. With $\rho_{p,\mathbf e}(E)=\sum_f p_f\,\delta(E-E_f)$, equations (3) and (8) give

$$\sigma_{\mathbf e}(\omega)=\frac{8\pi^2\alpha\omega}{3}\,T(E)\,\rho_{p,\mathbf e}(E). \tag{9}$$

The delta function allows $T(E_f)$ to be replaced by $T(E)$. Thus $C=8\pi^2/3$ in (1).

For a randomly oriented sample $\langle e_ie_j\rangle=\delta_{ij}/3$. The cross section (3) is quadratic in $\mathbf e$, so its average is one third of the sum over three axes:

$$\bar\sigma=\frac{8\pi^2\alpha\omega}{9}\,T(E)\left[\rho_{p,x}+\rho_{p,y}+\rho_{p,z}\right]. \tag{10}$$

The projected density depends on the ball chosen for the projection. If a smaller radius $S'$ is used for the weight, (7) becomes $p_f'=|A_f|^2N'$, and the matching factor is $T'=J^2/N'$. The product $T'p_f'$ equals $Tp_f$. A density of states from one radius must not be combined with a radial factor from another.

## Why the radial factor is smooth

Equation (4) with $u/r^2\to1$ is equivalent to

$$u(r)=r^2+\int_0^r\frac13\left(\frac{r^2}{s}-\frac{s^2}{r}\right)2[V(s)-E]\,u(s)\,ds. \tag{11}$$

The kernel is built from $r^2$ and $1/r$, whose Wronskian supplies the factor $1/3$. Put $u=r^2w$ and iterate from $w_0=1$. For $s<r$ the kernel multiplied by $s^2/r^2$ lies between 0 and $s/3$, so the $n$th correction obeys

$$|w_n(r)|\le\frac{1}{n!}\left[\int_0^r\frac{2s}{3}|V(s)-E|\,ds\right]^n. \tag{12}$$

The integral is finite even for a Coulomb singularity. The series converges uniformly for bounded $E$, and each term is a polynomial in $E$. Hence $u$, $J$ and $N$ are analytic at every finite energy. For real $E$ the norm $N$ is positive, so $T$ has no poles or steps there. Levels, resonances and band edges caused by the surroundings enter through $\rho_p$. For a given potential in the sphere, $T$ does not know where the neighbours are.

Smooth does not mean constant. Let $v=\partial u/\partial E$. Differentiating (4) gives $v''=[2/r^2+2V-2E]v-2u$. Multiply this by $u$, subtract $v$ times the equation for $u$, and integrate from the origin, where the boundary term vanishes:

$$uv'-u'v=-2\int_0^r u^2\,dr'. \tag{13}$$

If $u$ has no node in the sphere, division by $u^2$ turns the left side into $(v/u)'$. Since $v/u\to0$ at the origin,

$$\frac{v}{u}=-g(r),\qquad g(r)=2\int_0^r\frac{dr'}{u(r')^2}\int_0^{r'}u(s)^2\,ds. \tag{14}$$

The function $g$ is positive and increases with $r$. From $T=J^2/N$,

$$\frac{d\ln T}{dE}=\frac{2}{J}\int_0^S P_c\,r\,v\,dr-\frac{2}{N}\int_0^S u\,v\,dr=2\left(\langle g\rangle_N-\langle g\rangle_J\right). \tag{15}$$

The averages carry the weights $u^2/N$ and $P_cru/J$. The first form of (15) also holds when $u$ has a node, provided $J\ne0$.

The ratio of the two weights is proportional to $h=u/(rP_c)$. If $h$ increases with radius, the norm weight lies farther out, where $g$ is larger. To show this, write $\langle g\rangle_N=\langle gh\rangle_J/\langle h\rangle_J$ and use

$$\langle gh\rangle_J-\langle g\rangle_J\langle h\rangle_J=\tfrac12\left\langle[g(r)-g(r')][h(r)-h(r')]\right\rangle_{J,J'}>0. \tag{16}$$

Under these two conditions $T$ rises with energy. With $u$ fixed at the nucleus, both the overlap and the sphere norm fall, but the norm falls faster.

A lifetime or an instrument replaces $\sigma$ by its convolution with a line shape $G$. Near the energy $E$,

$$\int G(E-E')\,T(E')\rho_p(E')\,dE'\approx T(E)\int G\rho_p\,dE'+T'(E)\int G\,(E'-E)\rho_p\,dE'. \tag{17}$$

Thus $T$ may be taken outside the broadening when it changes little between $E$ and the energies that carry the weight of $G\rho_p$. Inside a smooth band these lie within about one width of $E$, and it is enough that $|T'/T|$ times the width be small. Below the onset they do not. For a Lorentzian of 0.1 eV full width and a flat density from 0 to 40 eV, with the $T$ of the model below, the factorized value 1 eV under the onset is 11% too low, although $|T'/T|$ times the width is only 0.004. The slowly varying factor $\omega$ is treated in the same way.

## A model absorber

The example has nuclear charge 8 and the potential $-8e^{-r/0.6}/r$ hartree, with $r$ in bohr. The sphere radius is $S=1.8$ bohr. Two Gaussian wells, 54.4 eV deep before tapering and 1.0 bohr wide, are centred on the $z$ axis at 3.6 and $-4.4$ bohr. They are tapered to zero at the sphere, so the potential inside it stays spherical. The Fermi level is set at zero. A hard wall at 20 bohr turns the continuum into discrete levels. These are round parameters and describe no particular material.

The full Hamiltonian is diagonalized in coupled partial waves, and dipole elements are taken from its eigenstates. The factor $T$ comes from a separate outward integration of (4). The expansion is cut at $l=8$. Truncating the number of partial waves does not affect the test of (8), since the p equation inside $S$ remains uncoupled. It does affect the levels, weights and cross sections themselves, and the values quoted below belong to the model with $l\le8$ and the wall at 20 bohr, unless stated otherwise. With $l\le24$, for instance, the $z$ state at 1.24 eV, with $p_f=0.040$, is replaced by two levels, at 1.15 eV with $p_f=0.014$ and at 1.19 eV with $p_f=0.024$, and the broadened $z$ cross section at 5 eV falls from 0.4025 to 0.368 Mb.

For polarization along $z$, a state at 1.24 eV has $p_f=0.0401$ and $T=182.1\times10^{-4}$ bohr². Equation (8) gives

$$|D_f|^2=\frac{182.1\times10^{-4}\times0.0401}{3}=2.43\times10^{-4}\ \text{bohr}^2.$$

The direct value is $2.44\times10^{-4}$ bohr²; the difference here comes from rounding $p_f$.

Define the misfit as the summed absolute difference between the two sides of (8), divided by the summed direct intensity, for empty states up to 40 eV. It is $6\times10^{-4}$ for $z$ and $7\times10^{-4}$ for $x$. When the 1s orbital is cut off at $S$, both fall to $1.3\times10^{-4}$. Projection in a ball of 0.8 bohr, with the matching $T'$, leaves this value unchanged. The remainder is discretization error: in a more accurate B-spline basis it is below $10^{-6}$ for $z$. In that basis the misfit with the full 1s orbital is $5\times10^{-4}$ for $z$, which is the effect of the core tail alone.

Between neighbouring $z$ levels the median change of $\ln T$ is 0.005, while that of $\ln p_f$ is 3.1. These numbers refer to the discrete levels of this box and this angular cutoff: the first is the slope of $\ln T$ times a level spacing set by both. With $l\le24$ the levels are denser and many carry almost no p weight, and the two medians become 0.002 and 12. Over a wider range $T$ does vary. The first two columns after the energy are relative to 0 eV, with $u/r^2\to1$:

| $E$ (eV) | $J^2$ | $N$ | $T$ ($10^{-4}$ bohr²) |
|---:|---:|---:|---:|
| 0 | 1.000 | 1.000 | 174 |
| 10 | 0.924 | 0.700 | 230 |
| 20 | 0.854 | 0.602 | 247 |
| 30 | 0.791 | 0.600 | 229 |
| 40 | 0.733 | 0.633 | 202 |

At 5 eV the norm falls by 3.59% per eV and the squared overlap by 0.79% per eV. Equation (15) gives a rise of $3.59-0.79=2.80$% per eV from these rounded values. The unrounded result, 2.79% per eV, agrees with a finite difference of $\ln T$.

The two conditions behind (16) are sufficient for a rise, not necessary. At 3 eV $h$ no longer increases throughout the sphere, although $u$ has no node there. Between 5 and 6 eV a node of $u$ enters the sphere, and it moves inward as the energy grows. Both conditions then fail, yet $T$ keeps rising to a maximum near 19 eV. Between 20 and 30 eV the norm is almost level while $J^2$ still falls, so $T$ decreases. Between 30 and 40 eV the norm increases, which by (14) would be impossible without a node.

With Gaussian broadening of 4 eV full width at half maximum, the direct cross sections at 15 eV are 0.512 Mb for $z$ and 0.559 Mb for $x$. By axial symmetry $y$ equals $x$, and the orientational average is

$$\bar\sigma=\frac{0.512+2\times0.559}{3}\ \text{Mb}=0.543\ \text{Mb}.$$

These cross sections still depend on the box, because the levels of one partial wave are spaced by an energy comparable to the broadening. With the wall at 36 bohr the $z$ and $x$ values are 0.490 and 0.499 Mb. In the 20 bohr box, taking $T$ and $\omega$ outside the broadening gives 0.515 and 0.561 Mb. Among the energies 5, 10, 15, 20 and 30 eV the largest discrepancy is for $z$ at 5 eV: 0.4147 instead of 0.4025 Mb, or 3% of the direct value. Since $T$ rises at 5 eV, (17) gives this sign, to first order, when the p weight under the line shape is centred below 5 eV. Here its centre is at 4.1 eV.

## When the factorization fails

**The sphere is not isolated or not spherical.** If the core has a tail beyond $S$, (6) acquires an outside integral. There the p function need not be proportional to $u$, and $p_f$ does not determine the added amplitude. In the example this effect is small, as the change of misfit on cutting the core shows.

A nonspherical potential inside $S$ couples the radial equations. Each regular solution, labelled by its channel $K$ at the origin, then has its own p component $u_{pK}$:

$$g_p^f=\sum_K A_K^f\,u_{pK}(r,E_f). \tag{18}$$

The dipole amplitude is linear in the $A_K^f$, while $p_f$ is the norm of their combined p function. Their ratio now depends on the relative amplitudes, which differ from state to state. Adding a potential proportional to $r\cos\theta$ inside the sphere, with value 2.7 eV at $S$ on the positive axis and continued outside as $\cos\theta/r^2$, raises the misfit for $z$ polarization to 0.4%. At 13.6 eV it is 3%. These values use the core cut at $S$ and include the deformation of the 1s orbital by the added potential.

**The density of states belongs to the wrong potential.** Removal of a 1s electron attracts the final electron. Equations (4) to (8) never required $P_c$ to be an eigenfunction of the final potential. One may therefore keep the initial $P_c$ and use the core-hole potential for $u$, $E_f$ and $p_f$. At this one-electron level the factorization survives, but with the core-hole density of states.

For a screened core-hole attraction in the model, the $z$ spectrum was broadened as before. With the core-hole density the largest error is 0.1% of the direct peak. With the ground-state density and the same core-hole $T$, it is 2.3 times the direct peak (3.1 times with the wall at 28 bohr). Because both curves are nonnegative, an error larger than the peak must be an overestimate. The discrepancy comes from the density of states, not from a loss of dipole selection.

**Quadrupole transitions reach d states.** To first order in $\mathbf k$, the photon factor $e^{i\mathbf k\cdot\mathbf r}$ adds $i(\mathbf k\cdot\mathbf r)(\mathbf e\cdot\mathbf p)$ to the operator $\mathbf e\cdot\mathbf p$. Its antisymmetric part is proportional to $(\mathbf k\times\mathbf e)\cdot\mathbf L$ and vanishes on a 1s orbital. For a local potential the symmetric part is $\frac12[Q,H]$, with $Q=(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)$, while $\mathbf e\cdot\mathbf p=-i[\mathbf e\cdot\mathbf r,H]$. Between eigenstates each commutator gives a factor $-\omega$. The sum is

$$i\omega\left[D_f+\frac{i}{2}Q_f\right],\qquad Q_f=\langle f|(\mathbf e\cdot\mathbf r)(\mathbf k\cdot\mathbf r)|c\rangle,\quad k=\alpha\omega. \tag{19}$$

For real orbitals these two terms do not interfere, and the second contributes $|Q_f|^2/4$ to the intensity. Where $D_f\ne0$ this is not the whole correction of order $k^2$, because the next term of the photon factor interferes with the dipole at the same order. For an even final state at a centrosymmetric site that interference vanishes with $D_f$, and $|Q_f|^2/4$ is the leading term. Since $\mathbf e\perp\mathbf k$, the second operator has pure $l=2$ character. At a centrosymmetric site an even final state has no p part, and (8) predicts zero, yet $Q_f$ may be finite. With wells at $\pm3.6$ bohr, $\mathbf e$ along $x$ and $\mathbf k$ along $z$, the strongest such transition up to 40 eV has $2.6\times10^{-5}$ of the strongest dipole intensity for that polarization. Its size depends on the element and on the d states. It matters most where the p density is small.

**Other electrons respond.** Let $\phi_i$ be the occupied valence orbitals before absorption and $\psi_j$ those in the core-hole potential. Define $S_{ji}=\langle\psi_j|\phi_i\rangle$, $s_{fi}=\langle\psi_f|\phi_i\rangle$ and $w_j=\langle\psi_j|\mathbf e\cdot\mathbf r|c\rangle$. If the dipole acts on the core electron, the amplitude between Slater determinants is

$$M_f=\det\begin{pmatrix}S&w_{\rm occ}\\ s_f&w_f\end{pmatrix}=\det S\left(w_f-s_fS^{-1}w_{\rm occ}\right). \tag{20}$$

To obtain the second form, subtract from the last column the earlier columns multiplied by $S^{-1}w_{\rm occ}$. This leaves the determinant unchanged and puts zeros above its last entry.

A common factor $|\det S|^2$ would only rescale the edge. The second term in (20) is different: it contains overlaps over all space and dipole amplitudes of other orbitals. It is not fixed by the p weight of $f$.

In the model, with three occupied valence levels of one spin and axial angular momentum zero, $|\det S|^2=0.66$. Consider the 13 final states below 30 eV whose one-electron intensity exceeds 5% of the largest in that range. The ratio $|M_f|^2/|w_f|^2$ runs from 1.3 to 16. When the dipole acts on all four of these electrons, the 1s and the three valence electrons, the range is 1.5 to 8.3. Including the dipole on the remaining electrons of the model makes it 1.3 to 10, once the squared overlap of their own determinants, a common factor of 0.37, is divided out. With $l\le24$ in place of $l\le8$, $|\det S|^2$ is 0.72, there are 14 such states, and the two ranges are 1.4 to 17 and 1.6 to 9.8. No single constant can restore (9) here.

These ratios show that the failure can be large, but they are not estimates for a material. The two determinants come from different Hamiltonians and are not orthogonal, so the full dipole element also depends on the origin, here the nucleus. Moving the origin by 1 bohr toward the nearer well changes the four-electron range from 1.5–8.3 to 0.5–12 if $w_f$ keeps its value for the origin at the nucleus, and to 0.6–9.8 if $w_f$ is also evaluated at the new origin. Moving the wall to 28 bohr instead changes it to 1.4–19.

**The radial function is not unique.** Strong spin–orbit coupling gives different radial functions for $p_{1/2}$ and $p_{3/2}$, so one total p weight no longer fixes the amplitude. Nonlocal exchange makes the equation inside $S$ depend on the orbital outside it, and the uniqueness used in (5) is lost. In a correlated multiplet the final state is not described by one added orbital and has no single coefficient $A_f$. These three cases follow from the assumptions of the derivation and were not examined numerically.

## Numbers as computed

```
nuclear charge 8, screening length 0.6 bohr, sphere radius S 1.8 bohr
wells: depth 54.42 eV, width 1.0 bohr, at z = 3.6 and -4.4 bohr; box 20 bohr
1s energy -558.40 eV; 1s charge outside S 1.73e-09
pol z: 77 empty states 0-40 eV, misfit: 1s cut at S 1.3e-04, full 1s 6.1e-04, DOS ball 0.8 bohr 1.3e-04
pol x: 68 empty states 0-40 eV, misfit: 1s cut at S 1.3e-04, full 1s 6.9e-04, DOS ball 0.8 bohr 1.3e-04
pol z, strongest states below 40 eV: E (eV), p weight, T, |D|^2, T p/3 (last three in 1e-4 bohr^2)
    0.43  0.0342   176.953    2.0184    2.0179
    1.24  0.0401   182.139    2.4378    2.4374
   25.06  0.0227   240.996    1.8200    1.8216
   31.29  0.0304   226.029    2.2856    2.2879
   38.24  0.0364   206.429    2.4997    2.5024
E (eV), squared overlap relative to 0 eV, sphere norm relative to 0 eV, T (1e-4 bohr^2)
    0  1.0000  1.0000  174.175
   10  0.9236  0.7004  229.696
   20  0.8541  0.6018  247.174
   30  0.7906  0.6000  229.497
   40  0.7327  0.6331  201.567
at 5 eV, percent per eV: fall of sphere norm 3.587, fall of squared overlap 0.794
  rise of T: formula 2.7923, finite difference 2.7922
median change between neighbouring z states: ln T 0.005, ln p 3.096
cross section (Mb), Gaussian FWHM 4.0 eV: E (eV), z direct, z factorized, x direct, x factorized
     5  0.4025  0.4147  0.4084  0.4068
    10  0.3768  0.3768  0.5089  0.5094
    15  0.5121  0.5147  0.5586  0.5607
    20  0.5752  0.5762  0.6166  0.6173
    30  0.5774  0.5841  0.5035  0.5114
dipolar potential inside, 2.72 eV at S: misfit 0.0037
dipolar potential inside, 13.61 eV at S: misfit 0.0313
occupied valence m=0 levels per spin 3; first empty level: ground 0.43 eV, core hole -0.66 eV
core-hole spectrum, largest error / peak: core-hole DOS 0.0014, ground-state DOS 2.3139
centrosymmetric site: even state at 39.28 eV, p weight 2.1e-27, quadrupole / strongest dipole 2.62e-05
squared overlap of occupied orbitals 0.6648; 13 strong final states below 30 eV
determinant / one-electron intensity, core excitation only: 1.310 to 15.951
  with the dipole acting on every electron: 1.465 to 8.291
```
